# Maximum Energy Transfer from 80 keV Electrons to Sulfur in MoS2

## Problem

A monolayer of MoS$_2$ is examined in a transmission electron microscope. The electrons have kinetic energy $E=80$ keV and arrive perpendicular to the layer. A sulfur atom on the side where the beam leaves can be knocked into the vacuum if it receives enough kinetic energy along the beam. A calculation for the ideal layer, with its atoms initially at rest and its electrons in their ground state, gives a displacement threshold $T_d=6.9$ eV for this process.

(a) Estimate by scaling the largest energy that one electron can give to a stationary sulfur atom.

(b) Find this maximum from relativistic conservation of energy and momentum, and compare it with $T_d$.

(c) At what beam energy would the maximum transfer reach $T_d$?

(d) Does the comparison in (b) show that an 80 keV beam cannot remove sulfur? Consider the motion of the atoms at 300 K and the electronic excitation of the layer.

Take the average sulfur mass as 32.06 u. Masses are written below as rest energies, and momenta are multiplied by the speed of light $c$, so that all these quantities are energies. The electron has $m=510.999$ keV and the sulfur atom has $M=29.8637$ GeV.

## First estimate by scaling

The atom is much heavier than the electron, so it can take up a large momentum while taking up little energy. The electron behaves like a ball bouncing off a massive wall. In a head-on collision its momentum changes from $p$ to nearly $-p$, and the atom receives about $2p$. The atom's kinetic energy is then

$$
T\sim\frac{(2p)^2}{2M}=\frac{2p^2}{M}.
$$

For a first estimate, use the Newtonian momentum, $p^2=2mE$:

$$
T\sim 4\,\frac{m}{M}\,E .
$$

The transfer is proportional to the beam energy and inversely proportional to the atomic mass. With $m/M=1.711\times10^{-5}$,

$$
T\sim4(1.711\times10^{-5})(80\,000\ \text{eV})\approx5.5\ \text{eV}.
$$

This lies below the threshold. However, $E$ is about 16% of the electron's rest energy, so the Newtonian relation between energy and momentum needs correction. The margin is not so large that the correction can be ignored without calculating it.

## Exact solution for a stationary free atom

Assume that the collision is elastic: no radiation is emitted and neither partner is internally excited. Assume also that the atom is free during the encounter. The bonds then enter afterwards, through $T_d$.

This second assumption can be examined by comparing times. The electron's speed is $0.502c$, so it crosses a rough atomic size of 0.1 nm in about $7\times10^{-4}$ fs. A rough vibration quantum of 40 meV corresponds to a period of about 100 fs. The atom therefore acquires its momentum long before it has moved appreciably against its bonds.

**Conservation laws.** The electron's total energy before the collision is $W=E+m$, and its momentum satisfies

$$
p^2=W^2-m^2=E(E+2m).
$$

Let the atom recoil with kinetic energy $T$ and momentum $P$, at angle $\phi$ to the beam. Its total energy is $M+T$, so

$$
P^2=(M+T)^2-M^2=T^2+2MT.
$$

Energy conservation gives the outgoing electron the total energy $W-T$. Momentum conservation gives it the vector momentum $\mathbf p-\mathbf P$, whose square is $p^2+P^2-2pP\cos\phi$. The outgoing electron must still have rest energy $m$, so

$$
(W-T)^2-m^2=p^2+P^2-2pP\cos\phi .
$$

Expand the left side and use $W^2-m^2=p^2$. On the right, insert $P^2=T^2+2MT$:

$$
p^2-2WT+T^2=p^2+T^2+2MT-2pP\cos\phi .
$$

The terms $p^2$ and $T^2$ cancel, leaving

$$
pP\cos\phi=T(W+M).
$$

The right side is positive when energy is transferred. Hence $\cos\phi>0$, and the atom recoils into the forward half-space.

**Energy as a function of recoil angle.** Square the last equation and replace $P^2$ again:

$$
p^2\cos^2\phi\,(T^2+2MT)=T^2(W+M)^2 .
$$

The root $T=0$ describes no collision. For $T>0$, divide by $T$ and collect the terms containing $T$:

$$
T\left[(W+M)^2-p^2\cos^2\phi\right]=2Mp^2\cos^2\phi ,
$$

$$
T(\phi)=\frac{2Mp^2\cos^2\phi}{(W+M)^2-p^2\cos^2\phi}.
$$

As $\cos^2\phi$ grows, the numerator increases and the denominator decreases. The denominator stays positive because $W>p$. The transfer is therefore largest at $\phi=0$, with the atom recoiling straight along the beam.

For this recoil direction the denominator becomes

$$
\begin{aligned}
(W+M)^2-p^2&=(W^2-p^2)+2MW+M^2\\
&=m^2+2M(E+m)+M^2\\
&=(M+m)^2+2ME .
\end{aligned}
$$

The maximum transfer is thus

$$
\boxed{T_{\max}=\frac{2ME(E+2m)}{(M+m)^2+2ME}} .
$$

The electron is then turned straight back. To see this, put $\phi=0$ in the relation for $pP\cos\phi$, which gives

$$
P=\frac{T_{\max}(W+M)}{p}=\frac{2Mp(W+M)}{m^2+2MW+M^2}.
$$

The condition $P>p$ is $2MW+2M^2>m^2+2MW+M^2$, or $M^2>m^2$. This holds, so the outgoing electron momentum $p-P$ is negative.

**Numbers.** Working in keV,

$$
p^2=80(80+1021.998)=8.816\times10^4\ \text{keV}^2,
\qquad p=296.9\ \text{keV}.
$$

Since $m$ and $E$ are both much smaller than $M$, the denominator of $T_{\max}$ is close to $M^2$. This gives the heavy-target form

$$
T_{\max}\approx\frac{2E(E+2m)}{M}
=\frac{2(8.816\times10^4)}{2.98637\times10^7}\ \text{keV}
=5.904\ \text{keV}\times10^{-3}=5.904\ \text{eV}.
$$

The full denominator changes this by only about 0.0002 eV. The answer to (b) is therefore

$$
T_{\max}\approx5.90\ \text{eV},\qquad
T_d-T_{\max}\approx1.0\ \text{eV}.
$$

The transfer reaches 86% of the threshold. Within the static model, a single elastic collision does not remove the atom. The recoil speed is $c\sqrt{2T_{\max}/M}=5.96$ km/s; the Newtonian formula is adequate here because $T_{\max}$ is tiny compared with $M$.

The natural spread of isotopes does not alter the static verdict. The maximum is 5.92 eV for $^{32}$S and 5.57 eV for $^{34}$S, the lighter atom receiving more energy from nearly the same momentum transfer.

## Beam energy at the static threshold

Set $T_{\max}=T_d$ and multiply by the denominator:

$$
2ME(E+2m)=T_d(M+m)^2+2MT_dE .
$$

Divide by $2M$ and move everything to the left:

$$
E^2+(2m-T_d)E-\frac{T_d(M+m)^2}{2M}=0 .
$$

The product of the two roots is negative, so there is one positive root. Its meaning is easiest to see in the heavy-target limit, where $T_d\ll m\ll M$ reduces the equation to $E^2+2mE-MT_d/2=0$. Completing the square gives

$$
E_d\approx-m+\sqrt{m^2+\frac{MT_d}{2}} .
$$

In keV,

$$
E_d\approx-511.0+\sqrt{2.6112\times10^5+1.0303\times10^5}
\approx92.4 .
$$

The full quadratic gives 92.45 keV. At this energy a stationary atom just reaches the threshold in a perfectly head-on collision. Glancing collisions still give it too little, because for a heavy atom $T(\phi)\approx T_{\max}\cos^2\phi$.

## Comparison of the estimate and the exact result

The scaling estimate contains the right mechanism: a light particle reverses its momentum against a heavy one. Its error comes from the electron's momentum. Dividing the heavy-target result by the Newtonian one gives

$$
\frac{2E(E+2m)/M}{4mE/M}=1+\frac{E}{2m}.
$$

At 80 keV this factor is 1.078, which raises the transfer from 5.48 to 5.90 eV. At a given kinetic energy, the relativistic electron carries more momentum than the Newtonian formula assigns to it.

Two limits show where the scaling changes. For $E\ll m$ the factor tends to one, and the transfer grows in proportion to $E$. For $m\ll E\ll M$ the heavy-target form gives $T_{\max}\approx2E^2/M$, so doubling the beam energy quadruples the transfer. The 80 keV beam is near the first limit, but already shows the departure from it.

Both calculations place the transfer below $T_d$ at 80 keV. They also disagree about the beam threshold, by about 9%. Proportional scaling would put it at

$$
80\ \text{keV}\times\frac{6.9}{5.475}\approx101\ \text{keV},
$$

instead of 92 keV. For a 95 keV beam, the Newtonian estimate would declare a stationary atom safe, while the relativistic result allows its displacement.

## What the static comparison leaves out

**Atomic motion.** Suppose that the atom is already moving along the beam with kinetic energy $K_0$. Its initial momentum is $\sqrt{2MK_0}$. A head-on electron adds nearly the same momentum as before, $\sqrt{2MT_{\max}}$, because an energy loss of a few eV hardly changes the momentum with which the electron rebounds. The final kinetic energy is

$$
K\approx\frac{\left(\sqrt{2MK_0}+\sqrt{2MT_{\max}}\right)^2}{2M}
=T_{\max}+K_0+2\sqrt{K_0T_{\max}} .
$$

The last term makes a small initial energy important. Keep the criterion $K\ge T_d$, although $T_d$ was calculated for atoms at rest in their equilibrium positions; the atom's displacement and the motion of its neighbours are ignored. To reach $K=T_d$, the atom needs

$$
K_0=\left(\sqrt{T_d}-\sqrt{T_{\max}}\right)^2
=(2.6268-2.4298)^2\ \text{eV}\approx39\ \text{meV}.
$$

Thus 39 meV of motion in the right direction can close a gap of 1.0 eV.

To find how often this motion occurs, model the atom's vibration along the beam as a harmonic oscillator of angular frequency $\omega$. For this part let $M_s$ be the ordinary atomic mass and $p_z$ the ordinary momentum. Write

$$
p_z=is(a^\dagger-a),\qquad s^2=\frac{M_s\hbar\omega}{2},
$$

where $a^\dagger$ and $a$ raise and lower the oscillator state. Let $x=\hbar\omega/k_BT_0$, with $T_0$ the temperature, and let $\bar n=1/(e^x-1)$ be the mean number of quanta.

The momentum distribution follows from the thermal average $f(\lambda)=\langle A\rangle$, where $A=e^{i\lambda p_z}$. Since $[a,p_z]=[a^\dagger,p_z]=is$, both commutators $[a,A]$ and $[a^\dagger,A]$ equal $-\lambda sA$. Moving $a$ or $a^\dagger$ around the thermal trace multiplies the average by a Boltzmann factor:

$$
\langle Aa\rangle=e^{-x}\langle aA\rangle,\qquad
\langle Aa^\dagger\rangle=e^x\langle a^\dagger A\rangle .
$$

Combining these with the commutators gives

$$
\langle aA\rangle=-\lambda s(\bar n+1)f,\qquad
\langle a^\dagger A\rangle=\lambda s\bar n f .
$$

Therefore

$$
f'(\lambda)=i\langle p_zA\rangle
=-\lambda s^2(2\bar n+1)f .
$$

With $f(0)=1$, the solution is $f=e^{-\lambda^2\sigma^2/2}$, where $\sigma^2=s^2(2\bar n+1)$. This is the Fourier transform of a Gaussian distribution of variance $\sigma^2$. The mean kinetic energy along the beam is

$$
\bar K=\frac{\sigma^2}{2M_s}
=\frac{\hbar\omega}{4}(2\bar n+1)
=\frac{\hbar\omega}{4}\coth\frac{\hbar\omega}{2k_BT_0}.
$$

For the rough quantum $\hbar\omega=40$ meV at 300 K, $\bar K=15.4$ meV. An atom moving forward at the root-mean-square (rms) speed would leave a head-on collision with 6.5 eV, still short of the threshold. The speed needed is $\sqrt{38.8/15.41}=1.59$ times the rms speed. The Gaussian tail on the forward side contains the fraction

$$
F=\frac12\,\mathrm{erfc}\!\left(\frac{1.587}{\sqrt2}\right)
\approx5.6\% .
$$

Changing the assumed quantum from 30 to 50 meV, at the same temperature, changes $F$ from 5.0% to 6.4%. The fraction is far more sensitive to the threshold: the same formulas give 10% for $T_d=6.7$ eV and 2.9% for $T_d=7.1$ eV. It also depends on the isotope, being about 5.9% for $^{32}$S and 1.6% for $^{34}$S. Counting the oscillator's potential energy toward $T_d$ would raise 5.6% to about 5.9%. The value of $F$ is therefore an order of magnitude, a few per cent. Classical thermal motion, with mean energy $k_BT_0/2$, would give 4.2%; the difference is due to the quantum treatment, which includes zero-point motion.

This fraction is not the probability that a passing electron removes an atom. Nearly all the momentum must also be delivered in the forward direction, and such large-angle electron scattering has its own probability, which has not been calculated here.

**Electronic excitation.** The value $T_d=6.9$ eV refers to a layer in its electronic ground state. The beam also excites electrons in the layer. Take 1.9 eV as a rough excitation energy. If all of it remained near the struck atom and assisted the displacement, the threshold would fall to

$$
6.9-1.9=5.0\ \text{eV},
$$

which is below $T_{\max}$. This is the limiting case for an excitation of this energy, not a general bound, because a fast electron also creates excitations of higher energy. The actual reduction depends on where the excitation is localized, how long it survives and how it changes the bonds.

**The real microscope.** Sulfur vacancies do form in MoS$_2$ under 80 keV beams. The static model alone would not predict them. It leaves out two effects that are not small compared with the gap of 1.0 eV: atomic motion raises the final energy by about 0.6 eV for an atom moving forward at the rms speed, and an electronic excitation of 1.9 eV would lower the threshold by that amount if all of it assisted the displacement. The calculated threshold has an error of its own; the static verdict would reverse if $T_d$ were too high by more than 1.0 eV. Atoms beside vacancies or edges have different bonding and need their own thresholds. These estimates show that the static verdict is not decisive; they do not establish which process produces the observed vacancies.

The answer to (d) is therefore no. At 80 keV, direct displacement is forbidden for a stationary sulfur atom with the stated threshold, but not for every atom in a vibrating, electronically excited layer. The value 92 keV marks the onset for the static model and should not be used as a guaranteed limit for damage-free imaging.
